# Normal-ordering the electronic Hamiltonian and the origin of the Fock matrix

Take two electrons in the lower of two orbitals and lift one of them into the upper one. The cost contains the difference of the one-electron energies, but also a change in repulsion: the promoted electron leaves one charge distribution and enters another. Part of this repulsion is an average field, present before anything was excited. The rest depends on which electrons have moved. The usual Hamiltonian does not show this division, because its operators count electrons from an empty system. Counting changes from an occupied determinant does show it.

## The Hamiltonian and the reference

Let a finite set of orthonormal spin orbitals be given. The symbols \(p^\dagger\) and \(p\) create and annihilate an electron in spin orbital \(p\). With \([A,B]_+=AB+BA\),
\[
[p,q^\dagger]_+=\delta_{pq},\qquad [p,q]_+=[p^\dagger,q^\dagger]_+=0 .
\]
The Hamiltonian is
\[
H=\sum_{pq}h_{pq}\,p^\dagger q+\tfrac14\sum_{pqrs}\langle pq\|rs\rangle\,p^\dagger q^\dagger s r ,
\]
where \(\langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle\). In \(\langle pq|rs\rangle\), electron 1 occupies \(p\) and \(r\), electron 2 occupies \(q\) and \(s\). Exchanging \(p,q\) or \(r,s\) changes the sign of \(\langle pq\|rs\rangle\); doing both leaves it unchanged. A constant nuclear repulsion can be added to the reference energy at the end.

The reference \(|0\rangle\) is one determinant of these orbitals, not the empty state. Its occupied orbitals are \(i,j\), its empty ones \(a,b\), and \(p,q,r,s,t,u,v\) are unrestricted. Let \(n_p=1\) for occupied and \(n_p=0\) for empty orbitals. The orbitals need not solve the Hartree-Fock equations.

Two kinds of operator give zero on the reference: \(a|0\rangle=0\), since there is no electron to remove, and \(i^\dagger|0\rangle=0\), since the place is taken. Call these quasiparticle annihilators. Their adjoints \(a^\dagger\) and \(i\) create a particle and a hole.

Normal order, written \(\{\cdots\}\), puts all quasiparticle annihilators to the right of all quasiparticle creators, with a factor \(-1\) for each exchange of neighbours. Operators within one group anticommute, so their internal order matters only through this same sign. A nonempty normal-ordered string has either an annihilator at its right end or a creator at its left end, hence
\[
\langle0|\{\cdots\}|0\rangle=0 .
\]

The result to be derived is the operator identity
\[
H=E_{\rm ref}+F_N+V_N,
\]
\[
E_{\rm ref}=\sum_i h_{ii}+\tfrac12\sum_{ij}\langle ij\|ij\rangle,
\]
\[
F_N=\sum_{pq}f_{pq}\{p^\dagger q\},\qquad f_{pq}=h_{pq}+\sum_i\langle pi\|qi\rangle,
\]
\[
V_N=\tfrac14\sum_{pqrs}\langle pq\|rs\rangle\{p^\dagger q^\dagger s r\}.
\]

## First derivation: contractions

The contraction of two operators is their product minus its normal-ordered form. If \(AB\) is already in normal order, this is zero. Otherwise \(\{AB\}=-BA\), and the difference is \([A,B]_+\), a number. Taking the reference expectation value of \(AB-\{AB\}\) identifies that number as \(\langle0|AB|0\rangle\). Therefore
\[
p^\dagger q=\{p^\dagger q\}+\delta_{pq}n_p ,
\]
while two creation operators, or two annihilation operators, have zero contraction.

The one-electron part follows at once:
\[
\sum_{pq}h_{pq}p^\dagger q=\sum_{pq}h_{pq}\{p^\dagger q\}+\sum_i h_{ii}.
\]

For four operators we need a rule for multiplying a normal-ordered string from the left by one more operator \(A\):
\[
A\{B_1\cdots B_n\}=\{AB_1\cdots B_n\}+\sum_{k=1}^n(-1)^{k-1}\langle0|AB_k|0\rangle\,\{B_1\cdots \not{B_k}\cdots B_n\},
\]
where the struck operator is absent. To prove it, first arrange the \(B\)'s in normal order; both sides acquire the same sign. If \(A\) is a quasiparticle creator, the product is already normal-ordered, and the sum vanishes because \(\langle0|A=0\). If \(A\) is a quasiparticle annihilator, move it to the right end. Passing \(B_k\) leaves the number \([A,B_k]_+\), with sign \((-1)^{k-1}\) from the operators already passed. Since \(A|0\rangle=0\), this number is \(\langle0|AB_k|0\rangle\). The string with \(A\) at the right end, including its sign, is \(\{AB_1\cdots B_n\}\).

Now build \(p^\dagger q^\dagger s r\) from the right. First, \(sr=\{sr\}\). Multiplication by \(q^\dagger\) gives
\[
q^\dagger s r=\{q^\dagger s r\}+\delta_{qs}n_q\,r-\delta_{qr}n_q\,s .
\]
Multiplication by \(p^\dagger\) gives
\[
p^\dagger q^\dagger s r=p^\dagger\{q^\dagger s r\}+\delta_{qs}n_q\,p^\dagger r-\delta_{qr}n_q\,p^\dagger s .
\]
In the first term \(p^\dagger\) has no contraction with \(q^\dagger\). It contracts with \(s\) in second place, sign minus, and with \(r\) in third place, sign plus:
\[
p^\dagger\{q^\dagger s r\}=\{p^\dagger q^\dagger s r\}-\delta_{ps}n_p\{q^\dagger r\}+\delta_{pr}n_p\{q^\dagger s\}.
\]
The products \(p^\dagger r\) and \(p^\dagger s\) are expanded by the two-operator formula. Altogether,
\[
\begin{aligned}
p^\dagger q^\dagger s r={}&\{p^\dagger q^\dagger s r\}
+\delta_{qs}n_q\{p^\dagger r\}-\delta_{qr}n_q\{p^\dagger s\}\\
&+\delta_{pr}n_p\{q^\dagger s\}-\delta_{ps}n_p\{q^\dagger r\}\\
&+n_pn_q(\delta_{pr}\delta_{qs}-\delta_{ps}\delta_{qr}).
\end{aligned}
\]

Insert this into the two-electron part. The uncontracted string gives \(V_N\). The four single contractions give, in order,
\[
\begin{aligned}
&\tfrac14\sum_{pr,i}\langle pi\|ri\rangle\{p^\dagger r\},\\
-&\tfrac14\sum_{ps,i}\langle pi\|is\rangle\{p^\dagger s\}=\tfrac14\sum_{ps,i}\langle pi\|si\rangle\{p^\dagger s\},\\
&\tfrac14\sum_{qs,i}\langle iq\|is\rangle\{q^\dagger s\}=\tfrac14\sum_{qs,i}\langle qi\|si\rangle\{q^\dagger s\},\\
-&\tfrac14\sum_{qr,i}\langle iq\|ri\rangle\{q^\dagger r\}=\tfrac14\sum_{qr,i}\langle qi\|ri\rangle\{q^\dagger r\}.
\end{aligned}
\]
The second and fourth lines use one exchange of indices, the third uses two. After renaming the summation indices all four are equal, so the factor \(1/4\) disappears:
\[
\sum_{pq}\Big(\sum_i\langle pi\|qi\rangle\Big)\{p^\dagger q\}.
\]
Added to \(\sum h_{pq}\{p^\dagger q\}\), this is \(F_N\). The double contractions give
\[
\tfrac14\sum_{ij}\big(\langle ij\|ij\rangle-\langle ij\|ji\rangle\big)=\tfrac12\sum_{ij}\langle ij\|ij\rangle ,
\]
which together with \(\sum_i h_{ii}\) is \(E_{\rm ref}\).

### The same terms as diagrams

Draw the interaction \(\tfrac12\langle pq|rs\rangle\) as a dashed line with two ends. At one end line \(r\) enters and \(p\) leaves; at the other \(s\) enters and \(q\) leaves. A contraction joins an outgoing line to an incoming one, and the joined line carries an occupied label.

Joining \(p\) to \(r\) closes a loop at one end. In \(p^\dagger q^\dagger s r\) two operators stand between the contracted pair, so the sign is plus: this is the direct repulsion from the occupied orbitals. Joining \(p\) to \(s\) connects the two ends, with one operator in between, so the sign is minus: this is exchange. Two lines remain open in either case, which is why the result is a one-body operator. Closing them too leaves a number, either two separate loops, \(+\tfrac12\langle ij|ij\rangle\), or one loop through both ends, \(-\tfrac12\langle ij|ji\rangle\).

## Second derivation: removing operators by commutation

The second route counts no contractions. It assumes the form of the answer and determines the coefficients.

Any string can be brought into normal order by exchanging neighbours. Each exchange either changes the sign only or also leaves a string shorter by one creation and one annihilation operator. Hence \(H\) must have the form
\[
H=E+\sum_{pq}g_{pq}\{p^\dagger q\}+\tfrac14\sum_{pqrs}w_{pqrs}\{p^\dagger q^\dagger s r\},
\]
with \(w\) chosen antisymmetric in \(p,q\) and in \(r,s\), as the string is. The unknowns are \(E\), \(g\) and \(w\).

To isolate \(g_{pq}\), define
\[
G_{pq}=\big[[p,H],q^\dagger\big]_+ .
\]
The commutator strips one creation operator from \(H\), and the anticommutator strips one annihilation operator. Start with the original form of \(H\). Moving \(p\) through a string gives
\[
[p,t^\dagger u^\dagger s r]=\delta_{pt}\,u^\dagger s r-\delta_{pu}\,t^\dagger s r .
\]
The two terms contribute equally by antisymmetry, so
\[
[p,H]=\sum_r h_{pr}\,r+\tfrac12\sum_{trs}\langle pt\|rs\rangle\,t^\dagger s r .
\]
Next, moving \(q^\dagger\) to the left through \(t^\dagger s r\),
\[
[t^\dagger s r,q^\dagger]_+=\delta_{rq}\,t^\dagger s-\delta_{sq}\,t^\dagger r .
\]
Again the two terms contribute equally, and
\[
G_{pq}=h_{pq}+\sum_{ts}\langle pt\|qs\rangle\,t^\dagger s .
\]
This operator contains the field produced by whatever electrons are present. Its reference average follows from \(\langle0|t^\dagger s|0\rangle=\delta_{ts}n_t\):
\[
\langle0|G_{pq}|0\rangle=h_{pq}+\sum_i\langle pi\|qi\rangle .
\]

Now use the assumed form. A normal-ordered string is a signed product of the same operators, and stripping one operator leaves the others in normal order. The sign is that of bringing the stripped operator to the edge of the string, as before. The same steps therefore yield
\[
G_{pq}=g_{pq}+\sum_{ts}w_{ptqs}\{t^\dagger s\},\qquad \langle0|G_{pq}|0\rangle=g_{pq}.
\]
Comparison gives \(g_{pq}=f_{pq}\). Stripping another pair from both expressions for \(G_{pq}\) gives
\[
\big[[u,G_{pq}],v^\dagger\big]_+=\langle pu\|qv\rangle=w_{puqv},
\]
so the two-body coefficients are unchanged.

Finally, the average of the assumed form is \(E=\langle0|H|0\rangle\). In the original form, \(p^\dagger q^\dagger s r\) has a nonzero average only if \(p\) and \(q\) are different occupied orbitals and the same two are removed and restored. For \(r=p,\ s=q\) the value is \(+1\); for \(r=q,\ s=p\) it is \(-1\). The average is thus
\[
E=\sum_i h_{ii}+\tfrac14\sum_{ij}\big(\langle ij\|ij\rangle-\langle ij\|ji\rangle\big)=E_{\rm ref}.
\]

## What the Fock matrix measures

When the two states of a matrix element together contain fewer than four quasiparticles, \(V_N\) drops out. Each of its strings has four quasiparticle operators. Between two one-quasiparticle states, a string with two or more annihilators gives zero on the right-hand state; one with fewer has at least three creators and gives zero on the left-hand state. Between \(\langle0|\) and a single excitation, all four operators would have to be annihilators, but only two quasiparticles are available.

For two hole states, the relevant part of \(F_N\) has \(p,q\) occupied, where \(\{p^\dagger q\}=-qp^\dagger\). Since \(\langle0|i^\dagger q\,p^\dagger j|0\rangle=\delta_{iq}\delta_{pj}\),
\[
\langle0|i^\dagger H j|0\rangle=E_{\rm ref}\delta_{ij}-f_{ji}.
\]
For particles no reordering is needed, and for a single excitation \(i^\dagger a\,a^\dagger i|0\rangle=|0\rangle\):
\[
\langle0|aHb^\dagger|0\rangle=E_{\rm ref}\delta_{ab}+f_{ab},\qquad
\langle0|H\,a^\dagger i|0\rangle=f_{ia}.
\]
With frozen orbitals, \(-f_{ii}\) is thus the change in average energy when an electron is removed from orbital \(i\), and \(f_{aa}\) is the change when one is added to orbital \(a\). Nonzero off-diagonal elements \(f_{ij}\) or \(f_{ab}\) mix the determinants with one hole or one particle, so the diagonal elements alone are then not the stationary removal or attachment energies. The element \(f_{ia}\) couples the reference to single excitations; it vanishes for closed-shell restricted and for unrestricted Hartree-Fock orbitals, but not in general for restricted open-shell ones.

The sum of occupied Fock diagonals is not the reference energy. It contains \(\sum_{ij}\langle ij\|ij\rangle\), each pair being counted once from either partner, so
\[
E_{\rm ref}=\sum_i f_{ii}-\tfrac12\sum_{ij}\langle ij\|ij\rangle .
\]

Two limits show the role of the reference. If no orbital is occupied, then \(E_{\rm ref}=0\), \(f=h\), and the original Hamiltonian returns. If all orbitals are occupied, only holes can be created, and
\[
H=E_{\rm ref}-\sum_{pq}f_{pq}\,q p^\dagger+\tfrac14\sum_{pqrs}\langle pq\|rs\rangle\,s r p^\dagger q^\dagger .
\]
Moving two operators past two others takes four exchanges, so the last sign is plus: holes repel each other as electrons do, while their one-body energies are reversed.

## Two electrons in two orbitals

Take real spatial orbitals 1 and 2 and round model parameters. Write \((pq|rs)\) for the repulsion between the distributions \(\phi_p\phi_q\) and \(\phi_r\phi_s\). In hartree,
\[
h_{11}=-1.50,\quad h_{22}=-0.80,\quad h_{12}=-0.10,
\]
\[
J_{11}=(11|11)=0.70,\quad J_{22}=(22|22)=0.60,\quad J_{12}=(11|22)=0.50,
\]
\[
K_{12}=(12|12)=0.10,\quad (11|12)=0.05,\quad (12|22)=0.04 .
\]
The reference has both electrons in orbital 1:
\[
E_{\rm ref}=2h_{11}+J_{11}=-3.00+0.70=-2.30\ \text{hartree}\ (-62.59\ \text{eV}).
\]
An electron in orbital 1 feels only its partner of opposite spin, because its repulsion with itself cancels between direct and exchange terms. An electron in orbital 2 feels both reference electrons, with exchange from the one of equal spin:
\[
\begin{aligned}
f_{11}&=h_{11}+J_{11}=-1.50+0.70=-0.80,\\
f_{22}&=h_{22}+2J_{12}-K_{12}=-0.80+1.00-0.10=0.10,\\
f_{12}&=h_{12}+(11|12)=-0.10+0.05=-0.05 .
\end{aligned}
\]
The occupied diagonals sum to \(-1.60\); subtracting the doubly counted \(0.70\) restores \(-2.30\). Removing an electron leaves energy \(h_{11}=-1.50\), a cost of \(0.80=-f_{11}\). Adding one to orbital 2 changes the energy by \(f_{22}=0.10\).

In the coupling between the reference and a single excitation, the original one-electron operator supplies \(-0.10\) and the original two-electron operator \(+0.05\). After normal ordering the whole \(-0.05\) belongs to \(F_N\), and \(V_N\) supplies nothing.

For the determinant with one electron promoted without spin flip, the diagonal energy relative to the reference is
\[
(h_{11}+h_{22}+J_{12})-E_{\rm ref}=-1.80+2.30=0.50 .
\]
\(F_N\) gives \(f_{22}-f_{11}=0.90\). It lets the promoted electron repel both reference electrons, although one of them is the electron that left. \(V_N\) corrects this by \(-(J_{12}-K_{12})=-0.40\), the attraction between particle and hole. This determinant is not a spin state: \(V_N\) couples it to its partner with the other spin promoted by \(K_{12}=0.10\), so the singlet and triplet combinations have diagonal energies \(0.60\) and \(0.40\) above \(E_{\rm ref}\). For the double excitation,
\[
(2h_{22}+J_{22})-E_{\rm ref}=-1.00+2.30=1.30 .
\]
Here \(F_N\) gives \(1.80\), and \(V_N\) gives
\[
J_{11}+J_{22}-4J_{12}+2K_{12}=0.70+0.60-2.00+0.20=-0.50 .
\]
The terms are hole-hole repulsion, particle-particle repulsion, and the particle-hole terms.

\(V_N\) can also couple determinants that differ by one orbital if both are excited. From a single to the double excitation, the second electron moves in the field of an electron already in orbital 2. The coupling is \(h_{12}+(12|22)=-0.06\). \(F_N\) supplies \(-0.05\), computed with that electron in orbital 1, and \(V_N\) the difference, \(-0.01\).

Diagonalization over the four determinants of zero spin projection gives a ground energy of \(-2.3144\) hartree, which is \(0.0144\) hartree (\(0.39\) eV) below \(E_{\rm ref}\). Not all of this is correlation, since \(f_{12}\neq0\). Mixing a small amount \(\theta\) of orbital 2 into orbital 1 changes the reference energy to first order by
\[
\delta E_{\rm ref}=4\theta\,[h_{12}+(11|12)]=4\theta f_{12},
\]
so a minimum requires \(f_{12}=0\). It is found at a rotation of \(0.071\) rad, where the reference energy is \(-2.3071\) hartree. Orbital relaxation accounts for \(-0.0071\) hartree and correlation for the remaining \(-0.0073\) hartree. The rotation changes \(E_{\rm ref}\), \(F_N\) and \(V_N\), but not the energy levels of \(H\).

## What each derivation assumes

Both derivations need orthonormal orbitals, a Hamiltonian with at most two-body terms, and a single determinant as reference. Neither needs Hartree-Fock orbitals. With a three-body interaction, its single, double and triple contractions would add to \(V_N\), \(F_N\) and \(E_{\rm ref}\), provided the reference holds at least one, two and three electrons respectively, and its uncontracted string would remain as a fourth, three-body part.

The first derivation constructs the normal-ordered form and needs no prior knowledge of it. It relies on every operator either annihilating the reference or being the adjoint of one that does. For a superposition of determinants this generally fails, and with it the contraction rule.

The second derivation takes the form from the reordering argument and then needs only commutators and averages. Its expression for \(G_{pq}\) does not involve the reference at all. For a correlated state its average is still defined, with \(\langle t^\dagger s\rangle\) in place of \(\delta_{ts}n_t\), and gives the Fock matrix built from the one-particle density of that state. This is not the matrix \(\langle q^\dagger[p,H]\rangle\) of multiconfigurational orbital optimization, which also involves the two-particle density. What is lost is the identification of that average with the coefficient \(g_{pq}\), because strings normal-ordered relative to a determinant do not in general average to zero in a correlated state.

The identity was also tested with explicit operator matrices for six spin orbitals, random complex integrals and three references, one of them empty. The largest deviation was \(7\times10^{-15}\) in the units of the integrals, which is rounding error. The numerical output below lists the matrices of \(F_N\) and \(V_N\) over the four determinants of the two-orbital model.

## Values computed for the example and the checks

```
General test: spin orbitals 6 , references 3
Four-operator strings checked: 3888
Largest error of H = E_ref+F_N+V_N: 7.1e-15 (model units)
Two-orbital model, input integrals
h11: -1.50 hartree
h22: -0.80 hartree
h12: -0.10 hartree
J11 = (11|11): 0.70 hartree
J22 = (22|22): 0.60 hartree
J12 = (11|22): 0.50 hartree
K12 = (12|12): 0.10 hartree
(11|12): 0.05 hartree
(12|22): 0.04 hartree
Reference with orbital 1 doubly occupied
E_ref: -2.3000 hartree
E_ref converted: -62.586 eV
f11: -0.8000 hartree
f22: 0.1000 hartree
f12: -0.0500 hartree
Sum of occupied f_ii: -1.6000 hartree
Half sum of <ij||ij>: 0.7000 hartree
Removal energy from orbital 1, frozen orbitals: 0.8000 hartree
Attachment energy E(N+1)-E(N), orbital 2, frozen: 0.1000 hartree
Single-reference coupling, bare one-electron part: -0.1000 hartree
Single-reference coupling, bare two-electron part: 0.0500 hartree
F_N in hartree; columns: reference, up, down, double
  reference      0.0000  -0.0500  -0.0500   0.0000
  single up     -0.0500   0.9000   0.0000  -0.0500
  single down   -0.0500   0.0000   0.9000  -0.0500
  double         0.0000  -0.0500  -0.0500   1.8000
V_N in hartree; columns: reference, up, down, double
  reference      0.0000   0.0000   0.0000   0.1000
  single up      0.0000  -0.4000   0.1000  -0.0100
  single down    0.0000   0.1000  -0.4000  -0.0100
  double         0.1000  -0.0100  -0.0100  -0.5000
H - E_ref in hartree; columns: reference, up, down, double
  reference      0.0000  -0.0500  -0.0500   0.1000
  single up     -0.0500   0.5000   0.1000  -0.0600
  single down   -0.0500   0.1000   0.5000  -0.0600
  double         0.1000  -0.0600  -0.0600   1.3000
Ground energy, full diagonalization: -2.314389 hartree
Ground energy minus E_ref: -0.014389 hartree
Ground energy minus E_ref, converted: -0.3915 eV
Orbitals rotated to minimize the reference energy
Rotation angle: 0.07121 rad
Hartree-Fock E_ref: -2.307124 hartree
Hartree-Fock f11: -0.79647 hartree
Hartree-Fock f22: 0.10874 hartree
Hartree-Fock f12: 0.00000 hartree
Orbital relaxation, E_HF - E_ref: -0.007124 hartree
Correlation energy, ground - E_HF: -0.007265 hartree
```
